# Slow 1/L convergence of the electron contact density in partial-wave CI

## Definitions and conventions

The system is a two-electron atom with a clamped point nucleus of charge \(Z\), treated nonrelativistically in hartree atomic units. Its singlet S ground state \(\psi\) is real, normalized, and depends on \(r_1\), \(r_2\) and the angle \(\theta\) between the position vectors. It satisfies \((H-E)\psi=0\) with

\[
H=-\tfrac12(\nabla_1^2+\nabla_2^2)+V,\qquad V=-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac1{r_{12}} .
\]

The partial-wave expansion is \(\psi=\sum_l u_l(r_1,r_2)P_l(\cos\theta)\). The projector \(P\) keeps \(l\le L\), and \(Q=1-P\). The CI function \(\psi_L\) minimizes the energy among all functions with \(l\le L\), so each \(l\) has a complete radial set. Its energy is \(E_L\). Further,

\[
N=L+1,\qquad \lambda=l+\tfrac12,\qquad \psi_0(r)=\psi(r,r,\theta=0),
\]

\[
\langle r^p\delta\rangle=4\pi\int_0^\infty r^{p+2}\psi_0(r)^2\,dr .
\]

The contact density is \(D=\langle\delta(\mathbf r_{12})\rangle=\langle r^0\delta\rangle\), and \(D_L\) is its value in the normalized \(\psi_L\). The results derived below are, for large \(N\),

\[
D_L-D=\frac{\langle r\delta\rangle}{N}+\Big(\frac14-2\kappa\Big)\frac{\langle r^2\delta\rangle}{N^2}+O(N^{-3}\ln N),
\qquad
E_L-E=\frac{\pi}{2}\frac{\langle r^3\delta\rangle}{N^3}+O(N^{-4}),
\]

where \(\kappa>0\) is a pure number given by an integral. The argument is a scaling analysis of the region \(r_{12}\sim r/L\). It assumes that the expansion of \(\psi\) about electron coalescence may be integrated over \(r\), including small \(r\), to the orders shown. It does not provide rigorous error bounds.

## Partial waves of the cusp

Near coalescence the Coulomb repulsion forces

\[
\psi=\psi_0(r)\big(1+\tfrac12r_{12}+\dots\big).
\]

The term linear in \(r_{12}\) is not smooth, and it produces the slow tail in \(l\). Let \(t=r_</r_>\) and \(x=\cos\theta\). From \(1/r_{12}=r_>^{-1}\sum_m t^mP_m(x)\),

\[
r_{12}=\frac{r_{12}^2}{r_{12}}=r_>(1+t^2-2tx)\sum_m t^mP_m(x).
\]

Since \((2m+1)xP_m=(m+1)P_{m+1}+mP_{m-1}\), the coefficient of \(P_l\) in \(x\sum_m t^mP_m\) is \(\frac{l}{2l-1}t^{l-1}+\frac{l+1}{2l+3}t^{l+1}\). The \(l\)-component of \(r_{12}\) is therefore

\[
f_l=r_>t^l\Big[1+t^2-\frac{2l}{2l-1}-\frac{2(l+1)t^2}{2l+3}\Big]
=r_>t^l\Big[\frac{t^2}{2l+3}-\frac1{2l-1}\Big].
\]

Put \(r=\sqrt{r_1r_2}\) and \(t=e^{-d}\), so that \(r_>=re^{d/2}\) and \(t^l=e^{-\lambda d}e^{d/2}\). With \(2l+3=2(\lambda+1)\) and \(2l-1=2(\lambda-1)\),

\[
f_l=re^{-\lambda d}\,\frac{(\lambda-1)e^{-d}-(\lambda+1)e^{d}}{2(\lambda^2-1)}
=-re^{-\lambda d}\,\frac{\cosh d+\lambda\sinh d}{\lambda^2-1}.
\]

Each high partial wave is a ridge along \(r_1=r_2\), of width about \(r/\lambda\) and height about \(r/\lambda^2\).

## Leading term of the contact density

At coalescence every \(P_l(1)=1\), so the truncated function there is the plain sum of its radial parts at \(r_1=r_2=r\). For \(r_{12}\) this sum telescopes:

\[
\sum_{l=0}^{L}f_l(r,r)=-r\sum_{l=0}^{L}\Big[\frac1{2l-1}-\frac1{2l+3}\Big]
=r\Big[\frac1{2L+1}+\frac1{2L+3}\Big]=\frac{rN}{N^2-\frac14}.
\]

The two uncancelled terms at the lower end, \(-1\) and \(+1\), add to zero. The full sum is \(r_{12}=0\), but the truncated one is positive and decays as \(r/N\). A finite set of Legendre polynomials rounds off the bottom of the cusp.

The other terms of \(\psi(r,r,r_{12})\) matter less. Since \(r_{12}^2=2r^2(1-x)\) on this sphere, even powers are polynomials in \(x\) and leave no tail at high \(l\). For the cubic term, write \(f_l=(2l+1)g_l\) with \(g_l\sim\lambda^{-3}\). Multiplication by \(1-x\) gives

\[
(2l+1)\Big[g_l-\frac{l\,g_{l-1}+(l+1)g_{l+1}}{2l+1}\Big].
\]

The bracket contains differences of order \(g''\) and \(g'/\lambda\), both \(\lambda^{-5}\). The components of \(r_{12}^3\) thus fall as \(\lambda^{-4}\), and their tail sum as \(N^{-3}\). Hence

\[
(P\psi)_{\rm contact}=\psi_0\Big[1+\frac{r}{2N}+O(N^{-3})\Big],\qquad
(P\psi)^2_{\rm contact}=\psi_0^2\Big[1+\frac rN+\frac{r^2}{4N^2}+O(N^{-3})\Big].
\]

Integration over \(4\pi r^2dr\) gives the contact density of the projected function,

\[
D+\frac{\langle r\delta\rangle}{N}+\frac{\langle r^2\delta\rangle}{4N^2}+O(N^{-3}).
\]

Its normalization does not matter at this order. The weight of one partial wave scales as \(\lambda^{-1}\) (angular norm) times \(\lambda^{-1}\) (width) times \(\lambda^{-4}\) (height squared), so the lost weight is \(O(N^{-5})\).

## Relaxation, the other part of the first correction

The CI function is not \(P\psi\), because its retained waves readjust. Write \(\psi_L=P\psi+\eta\) up to normalization. The CI equation is \(P(H-E_L)\psi_L=0\). One-body operators do not change \(l\), so \(P\) and \(Q\) are coupled by \(1/r_{12}\) alone, and \(P(H-E)P\psi=-P(1/r_{12})Q\psi\). Therefore

\[
P(H-E)\eta=P\frac1{r_{12}}Q\psi+(E_L-E)\psi_L .
\]

The last term is \(O(N^{-3})\) and may be dropped here. In the region \(r_{12}\ll r\) the sphere is locally flat. Let \(\mathbf s=\mathbf r_{12}\), with wave vector \(\mathbf p\) whose part perpendicular to \(\mathbf r\) has length \(q\). Angular momentum \(l\) corresponds to \(q=\lambda/r\), so \(P\) keeps \(q<K\) with \(K=N/r\). The kinetic energy of relative motion is \(-\nabla_s^2\), and it dominates \(H-E\) on this scale.

From \(\nabla^2s=2/s\), the Fourier transform of \(s\) is \(-8\pi/p^4\), so that of \(Q\psi\) is \(-4\pi\psi_0/p^4\) for \(q>K\). The transform of \(1/s\) is \(4\pi/p^2\). Solving for \(\eta\) at \(\mathbf s=0\),

\[
\eta(0)=-16\pi^2\psi_0\int_{q<K}\!\frac{d^3p}{(2\pi)^3}\int_{q'>K}\!\frac{d^3p'}{(2\pi)^3}\,
\frac{1}{p^2\,|\mathbf p-\mathbf p'|^2\,p'^4}
=-\kappa\,\frac{r^2}{N^2}\,\psi_0 .
\]

The integral converges: \(1/p^2\) and \(1/|\mathbf p-\mathbf p'|^2\) are integrable in three dimensions, \(p'=0\) is excluded, and the decay at large momenta suffices. Scaling all momenta by \(K\) gives \(K^{6-8}=K^{-2}\), and the positive integrand fixes the sign. Numerical integration gives \(\kappa\approx0.1136\), so \(\tfrac14-2\kappa\approx0.023\). The next correction carries a logarithm: for \(1/K\ll s\ll r\), \(\eta\) falls as \(K^{-3}/s\), and the neglected repulsion \(1/s\) acting on this tail gives \(\int d^3s/s^3\), a term of order \(N^{-3}\ln N\) at contact.

Relaxation thus changes \(\psi^2\) at contact by \(-2\kappa r^2\psi_0^2/N^2\). It deepens the hole between the electrons and leaves the \(1/N\) coefficient untouched. Added to the projected density, it gives the stated law for \(D_L\). In the \(N^{-2}\) term, relaxation opposes the positive contribution from squaring the cusp error.

## Why the energy converges faster

Let \(\chi=\psi-\psi_L\), with \(\psi_L\) scaled as above. Because \((H-E)\psi=0\),

\[
E_L-E=\frac{\langle\psi_L|H-E|\psi_L\rangle}{\langle\psi_L|\psi_L\rangle}
=\frac{\langle\chi|H-E|\chi\rangle}{\langle\psi_L|\psi_L\rangle}.
\]

The energy error is quadratic in \(\chi\), and \(\chi\) is confined mainly to narrow ridges. To leading order \(\chi=Q\psi\), with components \(\tfrac12\psi_0f_l\). The kinetic energy scales as \(L^2\) and the repulsion as \(L\), so the kinetic part suffices.

Let \(y=r_1-r_2\) and \(z=\lambda|y|/r\). For large \(\lambda\), \(f_l\approx-(r/\lambda^2)(1+z)e^{-z}\), whence \(|\partial_yf_l|=ze^{-z}/\lambda\). The kinetic energy density is

\[
\tfrac12\big[(\partial_1f_l)^2+(\partial_2f_l)^2\big]+\tfrac12l(l+1)\Big(\frac1{r_1^2}+\frac1{r_2^2}\Big)f_l^2
\approx(\partial_yf_l)^2+\frac{\lambda^2}{r^2}f_l^2 .
\]

Integration across the ridge, with \(dy=(r/\lambda)dz\) and two sides, gives

\[
\frac{2r}{\lambda^3}\int_0^\infty\big[z^2+(1+z)^2\big]e^{-2z}dz
=\frac{2r}{\lambda^3}\Big(\frac12+\frac12+\frac12\Big)=\frac{3r}{\lambda^3}.
\]

The volume element is \(8\pi^2r_1^2r_2^2\,dr_1dr_2\,dx\), and \(\int P_l^2dx=1/\lambda\). With the factor \(\tfrac14\) from \((\tfrac12\psi_0)^2\), one partial wave contributes

\[
\frac{8\pi^2}{\lambda}\cdot\frac14\cdot\frac3{\lambda^3}\int r^5\psi_0^2dr=\frac{6\pi^2}{\lambda^4}\int r^5\psi_0^2dr .
\]

Finally \(\sum_{l>L}\lambda^{-4}\approx\int_N^\infty\lambda^{-4}d\lambda=1/(3N^3)\), because \(\lambda\) is the midpoint of the cell from \(l\) to \(l+1\). The result is \(2\pi^2N^{-3}\int r^5\psi_0^2dr=(\pi/2)\langle r^3\delta\rangle/N^3\).

The contact density is linear in the wave-function error and samples it where all tail components add with the same sign. The energy error is quadratic: it integrates the squared gradient of the wave-function error, which is of order \(\psi_0^2\) near contact, and most of the integral comes from distances \(r_{12}\) up to a few times \(r/N\), a region whose volume scales as \((r/N)^3\).

## The limit of large nuclear charge

For \(Z\to\infty\) the repulsion is weak compared with the nuclear attraction, and \(\psi_0^2\to(Z^6/\pi^2)e^{-4Zr}\). Then

\[
\langle r^p\delta\rangle\to\frac{4Z^6}{\pi}\frac{(p+2)!}{(4Z)^{p+3}},\qquad
D\to\frac{Z^3}{8\pi},\qquad
\frac{\langle r\delta\rangle}{D}\to\frac3{4Z},\qquad
\frac\pi2\langle r^3\delta\rangle\to\frac{15}{256}.
\]

The relative error of \(D_L\) becomes \(3/(4ZN)\). It decreases with \(Z\) because the electrons meet closer to the nucleus, where the cusp factor \(1+r_{12}/2\) varies less over the size of the atom. The leading energy error, in hartree, becomes independent of \(Z\).

## Helium

The reference is a variational function of 444 terms with \(r_{12}\) among its coordinates. It omits relativity and nuclear motion. The value of an approximate function at one point converges slowly, so \(D\) is taken from an integral over all space. Since \((\nabla_1^2+\nabla_2^2)r_{12}^{-1}=-8\pi\delta(\mathbf r_{12})\), two integrations by parts give

\[
D=-\frac1{8\pi}\int\frac{(\nabla_1^2+\nabla_2^2)\psi^2}{r_{12}}
=\frac1{4\pi}\int\frac{2(E-V)\psi^2-|\nabla_1\psi|^2-|\nabla_2\psi|^2}{r_{12}},
\]

where the Schrödinger equation was used in the form \((\nabla_1^2+\nabla_2^2)\psi=2(V-E)\psi\). The results are \(E=-2.903724\) hartree and \(D=0.106345\ a_0^{-3}\). The pointwise value is 0.106361 \(a_0^{-3}\), close enough for the coefficients.

The moments give \(\langle r\delta\rangle=0.04284\) and \(\langle r^3\delta\rangle=0.015751\) in atomic units. The predicted energy coefficient is \((\pi/2)(0.015751)=0.02474\) hartree. A separate partial-wave CI with 120 radial functions per \(l\) gives:

| \(L\) | \(E_L-E\) (hartree) | \(D_L-D\) (\(a_0^{-3}\)) | error of \(D_L\) relative to \(D\) |
|---|---|---|---|
| 0 | 2.47e-2 | 0.04942 | 46 % |
| 5 | 1.19e-4 | 0.00718 | 6.8 % |
| 10 | 1.90e-5 | 0.00390 | 3.7 % |
| 20 | 2.71e-6 | 0.00204 | 1.9 % |

Fits in powers of \(1/N\) for \(L=6\) to 20, with the limits left free, return leading coefficients 0.04283 for \(D_L\) and 0.02475 for \(E_L\). Between \(L=10\) and 20 the local exponents are 1.002 and 3.015. Doubling \(L\) from 10 to 20 divides the energy error by 7.0 but the contact error by 1.9.

The terms beyond the leading law for \(D_L\) are already small at low \(L\). At \(L=5\) the remainder is \(0.007178-0.04284/6=0.000038\), or 0.0014 after multiplication by \(N^2=36\). At \(L=10\) the same estimate gives about 0.0011. These effective coefficients still contain sizeable higher orders, so neither is the limiting coefficient of \(N^{-2}\).

The relaxation part can be seen separately by cutting the \(L=20\) state to lower \(L\), which approximates \(P\psi\). Its excess over \(D_L\) is 0.000187, 0.000094 and 0.000055 \(a_0^{-3}\) at \(L=4\), 6 and 8. Multiplied by \(N^2\), this is 0.0047, 0.0046 and 0.0045, nearly constant, as the predicted \(N^{-2}\) scaling requires. These values are slightly low because the \(L=20\) state is itself relaxed; with the exact \(P\psi\) they rise from about 0.0047 to 0.0049 over this range, and the limit \(2\kappa\langle r^2\delta\rangle\approx0.0053\) is approached only slowly.

The projection part \(\langle r^2\delta\rangle/4\) is then roughly \(0.0011+0.0046=0.0057\), a sum of effective coefficients taken at different \(L\). The moment itself, \(\langle r^2\delta\rangle=0.02317\), gives 0.0058, so the limiting coefficient of \(N^{-2}\) is about \(0.0058-0.0053=0.0005\). The Cauchy–Schwarz inequality bounds it independently:

\[
\frac{\langle r\delta\rangle^2}{4D}=0.0043\;\le\;\frac{\langle r^2\delta\rangle}4\;\le\;\frac{\sqrt{\langle r\delta\rangle\langle r^3\delta\rangle}}4=0.0065 .
\]

The estimate lies between the bounds. Even if the projection part were at its upper bound, a relaxation part of about 0.0046 would cancel most of it.

The large-\(Z\) formulas, used at \(Z=2\), give a mean meeting distance of 0.375 \(a_0\) against the computed \(\bar r=\langle r\delta\rangle/D=0.403\ a_0\). For the energy coefficient they give 0.059 against 0.0247 hartree. The length is fair, but the unperturbed product greatly overestimates the contact density: \(Z^3/(8\pi)=0.318\ a_0^{-3}\).

## What the law implies, and where it stops

The leading relative error of \(D_L\) is \(\bar r/N\), with \(\bar r\) in units of \(a_0\). One per cent requires \(N\ge100\times0.4028\), hence \(L=40\). The energy error at that \(L\) is about \(3.6\times10^{-7}\) hartree, so an energy converged to better than a microhartree can still go with an error of one per cent in \(D_L\).

Because the leading power is known, two successive values can remove it:

\[
ND_L-(N-1)D_{L-1}=D-\frac{C_2}{N(N-1)}+O(N^{-3}\ln N),
\]

where \(C_2\) is the coefficient of \(N^{-2}\) in \(D_L\). From \(L=9\) and 10 this gives 0.106331 \(a_0^{-3}\), in error by \(-0.000014\) instead of \(+0.003904\) at \(L=10\).

The law describes the angular limit. A radial set that cannot resolve ridges of width \(r/\lambda\) adds an error of its own, and extrapolation in \(L\) does not remove it. Here a smaller set of 91 functions changes \(D_{20}\) by \(7\times10^{-8}\ a_0^{-3}\), only 0.004 % of its angular error, but \(E_{20}\) by \(6.6\times10^{-8}\) hartree, 2.4 % of its angular error. For triplet states the spatial function is antisymmetric and vanishes at coalescence for every \(L\), so \(D_L=D=0\) and there is no error to converge. The remaining computed values are in the numerical output.

## Table of computed values

```
Helium ground state, hartree atomic units
correlated basis functions: 444
reference E = -2.90372437 hartree
reference D (integral identity) = 0.106345 bohr^-3
D from the point r12=0 = 0.106361 bohr^-3
smaller reference basis: dE = 1.9e-08 hartree
smaller reference basis: dD = 6.8e-08 bohr^-3
mean cusp slope = 0.49816 bohr^-1
predicted coefficient of D = 0.04284 bohr^-3
fitted coefficient of D = 0.04283 bohr^-3
fitted limit of D_L = 0.106345 bohr^-3
<r1^3 delta> = 0.015751 (atomic units)
predicted coefficient of E = 0.02474 hartree
fitted coefficient of E = 0.02475 hartree
fitted limit of E_L = -2.90372437 hartree
radial functions per l: 120, smaller set 91
smaller radial set, L=20: dE = 6.6e-08 hartree
smaller radial set, L=20: dD = -7.3e-08 bohr^-3
L, E_L (hartree), E_L-E (hartree)
 0 -2.87902876 2.470e-02
 1 -2.90051624 3.208e-03
 2 -2.90276685 9.575e-04
 3 -2.90332108 4.033e-04
 5 -2.90360571 1.187e-04
10 -2.90370535 1.903e-05
15 -2.90371823 6.144e-06
20 -2.90372166 2.707e-06
L, D_L (bohr^-3), D_L-D (bohr^-3), relative error (%)
 0 0.155764 0.049418 46.47
 1 0.128451 0.022105 20.79
 2 0.120846 0.014500 13.64
 3 0.117160 0.010814 10.17
 5 0.113524 0.007178 6.75
10 0.110249 0.003904 3.67
15 0.109027 0.002681 2.52
20 0.108387 0.002042 1.92
L, D of L=20 state cut to l<=L, its excess over D_L (bohr^-3)
 4 0.115160 0.000187
 6 0.112586 0.000094
 8 0.111175 0.000055
leading law at L=20: D error 0.002040 bohr^-3
leading law at L=20: E error 2.672e-06 hartree
local exponent of D error, L=10 to 20: 1.002
local exponent of E error, L=10 to 20: 3.015
local exponent of relaxation in D, L=4 to 8: 2.082
mean meeting distance <r1 delta>/<delta> = 0.4028 bohr
L for 1 % error of D by the leading law: 40
E error at that L: 3.59e-07 hartree
two-point extrapolated D from L=9,10: 0.106331 bohr^-3
its error: -0.000014 bohr^-3
```
